**Thin-film limit of Fuchs–Sondheimer conductivity**

For a film with diffuse faces, the program tests $\sigma/\sigma_0\simeq(3\kappa/4)[\ln(1/\kappa)+1-\gamma]+\kappa^2/2$, where $\kappa$ is thickness over bulk mean free path and $\gamma$ is Euler's constant. It asserts that randomly sampled electron flights agree with the angular integral within statistical error, for diffuse and partly specular faces. It also asserts that the remainder of the expansion has the predicted next-order size. Further assertions show that each decade of grazing direction inside the window contributes equally, and that removing grazing electrons removes the logarithm. For a 4 nm copper film with a 40 nm mean free path, the output gives 7.86 µΩ cm from the full integral and 8.04 µΩ cm from the logarithm with its constant. Estimates of neglected effects follow, of which grain boundaries are the largest, raising the value to 18.2 µΩ cm for the assumed grains.

## Check in Python

```python
"""
Result under test: in-plane conductivity of a thin metal film with fully
diffuse faces. With kappa = thickness / bulk mean free path, for small kappa
  sigma/sigma0 = (3 kappa/4) [ln(1/kappa) + 1 - gamma] + kappa^2/2 + ...
so that resistivity/bulk = 4 / (3 kappa [ln(1/kappa) + 1 - gamma]).
Symbols: u = |cos(angle from film normal)|, u -> 0 is grazing motion;
gamma = Euler's constant; p = specular fraction of surface reflections;
flight fraction = mean flight length / bulk mean free path.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn

GAMMA = np.euler_gamma


def flight_fraction(x, p=0.0):
    """Thickness-averaged flight fraction; x = kappa/u."""
    x = np.asarray(x, dtype=float)
    full = 1 + (1 - p) * np.expm1(-x) / (x * (1 - p * np.exp(-x)))
    if p == 0.0:
        series = x / 2 - x**2 / 6 + x**3 / 24   # avoids cancellation
        return np.where(x < 1e-3, series, full)
    return full


def conductivity(kappa, low=0.0, high=1.0, p=0.0):
    """sigma/sigma0 carried by electrons with low < u < high."""
    def integrand(u):
        return 1.5 * (1 - u * u) * float(flight_fraction(kappa / u, p))
    total = 0.0
    middle = min(high, max(low, kappa))
    if middle > low:
        total += quad(integrand, low, middle, epsabs=1e-15, epsrel=1e-11)[0]
    if high > middle:
        total += quad(lambda w: integrand(np.exp(w)) * np.exp(w),
                      np.log(middle), np.log(high),
                      epsabs=1e-15, epsrel=1e-11, limit=200)[0]
    return total


def log_form(kappa):
    return 0.75 * kappa * (np.log(1 / kappa) + 1 - GAMMA)


def monte_carlo(kappa, p, samples, rng):
    """Flights from random points; length unit is the film thickness."""
    u = rng.uniform(-1, 1, samples)
    z = rng.uniform(0, 1, samples)
    azimuth = rng.uniform(0, 2 * np.pi, samples)
    wall = np.where(u > 0, 1 - z, z) / np.abs(u)
    if p > 0:
        wall += (rng.geometric(1 - p, samples) - 1) / np.abs(u)
    flight = np.minimum(rng.exponential(1 / kappa, samples), wall)
    value = 3 * (1 - u * u) * np.cos(azimuth)**2 * flight * kappa
    return value.mean(), value.std() / np.sqrt(samples)


# ---- The kinetic solution satisfies its equation and gives the average
z, lam, u, d = sp.symbols("z lambda u d", positive=True)
profile = 1 - sp.exp(-z / (lam * u))
assert sp.simplify(lam * u * sp.diff(profile, z) + profile - 1) == 0
assert profile.subs(z, 0) == 0
average = sp.integrate(profile, (z, 0, d)) / d
for ratio in (0.03, 0.7, 5.0):
    direct = float(average.subs({d: ratio, lam: 1, u: 1}))
    assert abs(direct - float(flight_fraction(ratio))) < 1e-12

# ---- Random flights against the angular integral
rng = np.random.default_rng(12345)
mc_results = {}
for kappa_mc, p_mc in ((0.1, 0.0), (0.02, 0.0), (0.1, 0.3)):
    mean, error = monte_carlo(kappa_mc, p_mc, 1500000, rng)
    mc_results[(kappa_mc, p_mc)] = (mean, error)
    target = conductivity(kappa_mc, p=p_mc)
    assert abs(mean - target) < 4.5 * error   # statistical tolerance
    assert error < 0.01 * target

# ---- Exponential-integral form against quadrature
for k in (0.1, 0.5, 3.0):
    closed = 1 - 1.5 / k * (0.25 - expn(3, k) + expn(5, k))
    assert abs(closed - conductivity(k)) < 1e-10

# ---- Small-thickness expansion, including the size of the next term
for k in (0.03, 0.01):
    remainder = conductivity(k) - log_form(k) - k**2 / 2
    predicted = -k**3 / 16 * (np.log(1 / k) + 31 / 12 - GAMMA)
    assert abs(remainder / predicted - 1) < 0.01

# ---- Inner integral of the split range
S = 1000.0
inner = quad(lambda s: float(flight_fraction(1 / s)), 0, 1)[0]
inner += quad(lambda w: float(flight_fraction(np.exp(-w))) * np.exp(w),
              0, np.log(S))[0]
assert abs(inner - 0.5 * (np.log(S) + 1.5 - GAMMA)) < 1e-3

# ---- Where the logarithm comes from
k = 1e-6
decades = [conductivity(k, 10.0**-n, 10.0**(1 - n)) / (0.75 * k)
           for n in (4, 3, 2)]
for share in decades:
    assert abs(share / np.log(10) - 1) < 0.005
cut = 0.1
without_grazing = [conductivity(q, cut, 1) / (0.75 * q)
                   for q in (1e-4, 1e-5)]
cut_limit = np.log(1 / cut) - (1 - cut**2) / 2
assert all(abs(b - cut_limit) < 1e-3 for b in without_grazing)
brackets = [conductivity(q) / (0.75 * q) for q in (1e-4, 1e-5)]
assert abs(brackets[1] - brackets[0] - np.log(10)) < 1e-3
bulk_limited = conductivity(1e-4, 0, 1e-4) / 0.75e-4
assert abs(bulk_limited - (1 + 2 * expn(3, 1))) < 1e-4

# ---- Copper seed layer: rough typical inputs
density = 8.5e28            # electrons per m^3
mfp = 40e-9                 # m, near room temperature
thickness = 4e-9            # m
temperature = 300.0         # K
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
rho_mfp = const.hbar * k_fermi / (density * const.e**2)
rho_bulk = rho_mfp / mfp
kappa = thickness / mfp
sigma_ratio = conductivity(kappa)
rho_film = rho_bulk / sigma_ratio
rho_log = rho_bulk / log_form(kappa)
rho_bare = rho_bulk / (0.75 * kappa * np.log(1 / kappa))
rho_next = rho_bulk / (log_form(kappa) + kappa**2 / 2)
MICRO = 1e8                 # ohm m to micro-ohm cm


# ---- Neglected effect: grain boundaries normal to the current
def with_grains(kappa_value, alpha):
    """Bulk rate multiplied by 1 + alpha/|n_x|, faces diffuse."""
    node, weight = np.polynomial.legendre.leggauss(160)
    v, wv = (node + 1) / 2, weight / 2
    uu, wu = v**3, 3 * v**2 * wv
    phi, wphi = np.pi * v / 2, wv
    nx = np.sqrt(1 - uu[:, None]**2) * np.cos(phi)[None, :]
    path = nx / (nx + alpha)
    x = kappa_value / (uu[:, None] * path)
    return 3 * np.sum(wu[:, None] * wphi * nx**2 * path
                      * flight_fraction(x))


reflection = 0.3
grain_size = thickness
alpha = mfp / grain_size * reflection / (1 - reflection)
grain_only = 3 * quad(lambda c: c**3 / (c + alpha), 0, 1)[0]
assert abs(with_grains(kappa, 0.0) / sigma_ratio - 1) < 1e-5
assert abs(with_grains(1e7, alpha) / grain_only - 1) < 1e-4
grain_and_surface = with_grains(kappa, alpha)


# ---- Neglected effect: standing waves across the film
def subband_conductivity(width, path):
    """Hard walls, fixed density and lifetime, classical flight rule."""
    def levels(kf):
        return np.pi / width * np.arange(1, int(kf * width / np.pi) + 1)

    def excess(kf):
        filled = np.sum(kf**2 - levels(kf)**2) / (2 * np.pi)
        return filled / (density * width) - 1
    kf = brentq(excess, 0.8 * k_fermi, 2 * k_fermi)
    kz = levels(kf)
    populations = (kf**2 - kz**2) / (2 * np.pi)
    x = width / (path * kf / k_fermi) * kf / kz
    value = np.sum(populations * flight_fraction(x)) / (density * width)
    return value, len(kz)


wide, _ = subband_conductivity(100 * thickness, 100 * mfp)
assert abs(wide / sigma_ratio - 1) < 0.01
sigma_subband, subband_count = subband_conductivity(thickness, mfp)
u_lowest = np.pi / (k_fermi * thickness)
crossover = np.sqrt(np.pi * mfp / k_fermi)

# ---- Other neglected effects
p_example = 0.3
rho_specular = rho_bulk / conductivity(kappa, p=p_example)
variation = 0.5e-9
sheet = rho_film / thickness
sheet_rough = np.mean([rho_bulk / conductivity(t / mfp) / t
                       for t in (thickness - variation,
                                 thickness + variation)])
hot = 373.0
mfp_hot = mfp * temperature / hot     # bulk resistivity taken as ~ T
rho_bulk_hot = rho_mfp / mfp_hot
rho_hot = rho_bulk_hot / conductivity(thickness / mfp_hot)
assert rho_hot / rho_film < rho_bulk_hot / rho_bulk
fermi_energy = (const.hbar * k_fermi)**2 / (2 * const.m_e)
smearing = const.k * temperature / fermi_energy

u_graze = 0.2
film_share = conductivity(kappa, 0, u_graze) / sigma_ratio
bulk_share = 1.5 * (u_graze - u_graze**3 / 3)
assert abs(conductivity(1e7, 0, u_graze) - bulk_share) < 1e-6
assert film_share > bulk_share

# ---- Printed numbers
print(f"constant 1 - gamma: {1 - GAMMA:.4f}")
print("kappa | sigma/sigma0 | rho/rho0 | log form/full | bare log/full")
for q in (0.3, 0.1, 0.01, 1e-3, 1e-4):
    s = conductivity(q)
    bare = 0.75 * q * np.log(1 / q)
    print(f"{q:g} | {s:.4e} | {1/s:.4g} | "
          f"{s/log_form(q):.4f} | {s/bare:.4f}")
m, e = mc_results[(0.1, 0.0)]
print(f"random flights, kappa 0.1: {m:.4f} +/- {e:.4f}")
m, e = mc_results[(0.1, 0.3)]
print(f"random flights, kappa 0.1, p 0.3: {m:.4f} +/- {e:.4f}")
print("bracket per decade of u, kappa 1e-6 (u from 1e-4 to 1e-1):",
      ", ".join(f"{x:.4f}" for x in decades))
print(f"ln 10: {np.log(10):.4f}")
print(f"bracket from u < kappa, kappa 1e-4: {bulk_limited:.4f}")
print("full bracket, kappa 1e-4 and 1e-5:",
      ", ".join(f"{x:.4f}" for x in brackets))
print("same without u < 0.1:",
      ", ".join(f"{x:.4f}" for x in without_grazing))
print(f"electron density: {density*1e-6:.2e} cm^-3")
print(f"bulk mean free path: {mfp*1e9:.1f} nm")
print(f"film thickness: {thickness*1e9:.1f} nm; kappa: {kappa:.3f}")
print(f"Fermi wavenumber: {k_fermi*1e-9:.2f} nm^-1")
print(f"rho0 times mean free path: {rho_mfp*MICRO*1e9:.2f} uOhm cm nm")
print(f"bulk resistivity: {rho_bulk*MICRO:.3f} uOhm cm")
print(f"film resistivity, full integral: {rho_film*MICRO:.3f} uOhm cm")
print(f"film resistivity, log + constant: {rho_log*MICRO:.3f} uOhm cm")
print(f"film resistivity, with kappa^2/2: {rho_next*MICRO:.3f} uOhm cm")
print(f"film resistivity, bare log: {rho_bare*MICRO:.3f} uOhm cm")
print(f"sheet resistance: {sheet:.2f} Ohm/sq")
for t in (2e-9, 8e-9):
    r = rho_bulk / conductivity(t / mfp)
    print(f"film resistivity at {t*1e9:.0f} nm: {r*MICRO:.3f} uOhm cm")
print(f"u < {u_graze}: within {np.degrees(np.arcsin(u_graze)):.1f} deg "
      "of the film plane")
print(f"their current share, film: {100*film_share:.1f} %")
print(f"their current share, bulk: {100*bulk_share:.1f} %")
print(f"grain size: {grain_size*1e9:.1f} nm; reflection: {reflection}")
print(f"grain parameter alpha: {alpha:.3f}")
print(f"grains alone: {rho_bulk/grain_only*MICRO:.2f} uOhm cm")
print(f"grains and faces: {rho_bulk/grain_and_surface*MICRO:.2f} uOhm cm")
print(f"occupied subbands: {subband_count}")
print(f"lowest subband u (bulk k_F): {u_lowest:.4f}")
print(f"thickness where lowest u = kappa: {crossover*1e9:.2f} nm")
print(f"subband estimate: {rho_bulk/sigma_subband*MICRO:.3f} uOhm cm")
print(f"specularity {p_example}: {rho_specular*MICRO:.3f} uOhm cm")
print(f"thickness variation: +/- {variation*1e9:.1f} nm")
print(f"sheet resistance with variation: {sheet_rough:.2f} Ohm/sq")
print(f"base and warm temperature: {temperature:.0f}, {hot:.0f} K")
print(f"mean free path when warm: {mfp_hot*1e9:.1f} nm")
print(f"bulk rise on warming: {100*(rho_bulk_hot/rho_bulk-1):.1f} %")
print(f"film rise on warming: {100*(rho_hot/rho_film-1):.1f} %")
print(f"warm film resistivity: {rho_hot*MICRO:.3f} uOhm cm")
print(f"Fermi energy: {fermi_energy/const.e:.2f} eV")
print(f"thermal energy / Fermi energy: {smearing:.4f}")
print("all tests passed")
```

Running it gives:

```
constant 1 - gamma: 0.4228
kappa | sigma/sigma0 | rho/rho0 | log form/full | bare log/full
0.3 | 4.0554e-01 | 2.466 | 1.1080 | 1.4970
0.1 | 2.0913e-01 | 4.782 | 1.0231 | 1.2110
0.01 | 3.7759e-02 | 26.48 | 1.0013 | 1.0932
0.001 | 5.4984e-03 | 181.9 | 1.0001 | 1.0613
0.0001 | 7.2249e-04 | 1384 | 1.0000 | 1.0459
random flights, kappa 0.1: 0.2093 +/- 0.0004
random flights, kappa 0.1, p 0.3: 0.2929 +/- 0.0005
bracket per decade of u, kappa 1e-6 (u from 1e-4 to 1e-1): 2.2996, 2.3022, 2.2976
ln 10: 2.3026
bracket from u < kappa, kappa 1e-4: 1.2194
full bracket, kappa 1e-4 and 1e-5: 9.6332, 11.9357
same without u < 0.1: 1.8073, 1.8076
electron density: 8.50e+22 cm^-3
bulk mean free path: 40.0 nm
film thickness: 4.0 nm; kappa: 0.100
Fermi wavenumber: 13.60 nm^-1
rho0 times mean free path: 65.74 uOhm cm nm
bulk resistivity: 1.644 uOhm cm
film resistivity, full integral: 7.859 uOhm cm
film resistivity, log + constant: 8.041 uOhm cm
film resistivity, with kappa^2/2: 7.849 uOhm cm
film resistivity, bare log: 9.517 uOhm cm
sheet resistance: 19.65 Ohm/sq
film resistivity at 2 nm: 12.701 uOhm cm
film resistivity at 8 nm: 5.088 uOhm cm
u < 0.2: within 11.5 deg of the film plane
their current share, film: 63.0 %
their current share, bulk: 29.6 %
grain size: 4.0 nm; reflection: 0.3
grain parameter alpha: 4.286
grains alone: 11.13 uOhm cm
grains and faces: 18.20 uOhm cm
occupied subbands: 17
lowest subband u (bulk k_F): 0.0577
thickness where lowest u = kappa: 3.04 nm
subband estimate: 9.323 uOhm cm
specularity 0.3: 5.615 uOhm cm
thickness variation: +/- 0.5 nm
sheet resistance with variation: 20.36 Ohm/sq
base and warm temperature: 300, 373 K
mean free path when warm: 32.2 nm
bulk rise on warming: 24.3 %
film rise on warming: 7.9 %
warm film resistivity: 8.477 uOhm cm
Fermi energy: 7.05 eV
thermal energy / Fermi energy: 0.0037
all tests passed
```
